# The Usadel equation from the Eilenberger equation, and the normal-wire kink: test program

```python
"""
Dirty limit of the Eilenberger equation and the kink in a normal wire.

Eilenberger: hbar v n.grad g + [w t3 + Delta t1 + hbar/(2 tau) <g>, g] = 0
Usadel:      hbar D (G G')' = [w t3 + Delta t1, G],  D = v l / 3
Angle form:  G = t3 cos(theta) + t1 sin(theta),
             hbar D theta'' = 2 (w sin(theta) - Delta cos(theta))
Wire x > 0 with Delta = 0, theta(0) = theta0, theta(infinity) = 0:
             tan(theta/4) = tan(theta0/4) exp(-x/xi), xi = sqrt(hbar D/(2 w))
t1, t2, t3: Pauli matrices; w: Matsubara energy; Delta: pair potential;
v: Fermi speed; tau: scattering time; l = v tau; <g>: angular average.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_bvp

# ---------- algebra of the matrix equations ----------
t1 = sp.Matrix([[0, 1], [1, 0]])
t3 = sp.Matrix([[1, 0], [0, -1]])
it2 = sp.Matrix([[0, 1], [-1, 0]])          # i times the second Pauli matrix


def commutator(a, b):
    return a * b - b * a


xs, ws, ds, hd = sp.symbols("x w Delta hbarD", positive=True)
th = sp.Function("theta")(xs)
G = t3 * sp.cos(th) + t1 * sp.sin(th)
flux = (G * G.diff(xs)).applyfunc(sp.simplify)
usadel_matrix = hd * flux.diff(xs) - commutator(ws * t3 + ds * t1, G)
usadel_angle = hd * th.diff(xs, 2) - 2 * (ws * sp.sin(th) - ds * sp.cos(th))
difference = (usadel_matrix - it2 * usadel_angle).applyfunc(sp.simplify)
assert difference == sp.zeros(2, 2)

# Along one direction g = cosh(eta)(t3 cos a + t1 sin a) + i t2 sinh(eta).
# Check that the two scalar equations used below solve the matrix equation.
a, eta, h3, h1 = sp.symbols("a eta h3 h1", real=True)
g = sp.cosh(eta) * (t3 * sp.cos(a) + t1 * sp.sin(a)) + it2 * sp.sinh(eta)
slope_a = -2 * sp.tanh(eta) * (h3 * sp.cos(a) + h1 * sp.sin(a))
slope_eta = -2 * (h3 * sp.sin(a) - h1 * sp.cos(a))
matrix_eq = (g.diff(a) * slope_a + g.diff(eta) * slope_eta
             + commutator(h3 * t3 + h1 * t1, g))
for values in [(0.3, 0.7, 1.1, -0.4), (1.2, -0.5, 0.6, 2.3), (2.0, 0.2, -1.5, 0.9)]:
    numbers = matrix_eq.subs(dict(zip((a, eta, h3, h1), values)))
    assert max(abs(float(sp.N(e))) for e in numbers) < 1e-12


# ---------- Eilenberger against Usadel, smooth periodic Delta(x) ----------
# Units here: hbar = D = maximum of Delta = 1, period 2 pi.
def newton(residual, start):
    z = start.copy()
    for _ in range(40):
        r = residual(z)
        if np.max(np.abs(r)) < 1e-11:
            return z
        jac = np.empty((z.size, z.size))
        for k in range(z.size):
            shifted = z.copy()
            shifted[k] += 1e-7
            jac[:, k] = (residual(shifted) - r) / 1e-7
        z = z - np.linalg.solve(jac, r)
    raise RuntimeError("Newton iteration did not converge")


M = 31
grid = 2 * np.pi * np.arange(M) / M
deriv = np.zeros((M, M))
for j in range(M):
    for k in range(M):
        if j != k:
            deriv[j, k] = 0.5 * (-1) ** (j - k) / np.sin((grid[j] - grid[k]) / 2)
w_test = 0.5
delta_test = 0.5 * (1 + np.cos(grid))
theta_usadel = newton(
    lambda t: deriv @ (deriv @ t) - 2 * (w_test * np.sin(t) - delta_test * np.cos(t)),
    np.arctan2(delta_test, w_test))
slope_usadel = deriv @ theta_usadel

# With real Delta the t1, t3 parts are even in mu = cos(angle to x) and the
# t2 part is odd, so directions with mu > 0 are sufficient.
nodes, weights = np.polynomial.legendre.leggauss(6)
mu = (nodes + 1) / 2
weights = weights / 2


def eilenberger(mfp):
    tau = mfp ** 2 / 3                       # from D = mfp^2/(3 tau) = 1

    def residual(z):
        ang, et = z.reshape(2, mu.size, M)
        c, s = np.cos(ang), np.sin(ang)
        k3 = 2 * tau * w_test + weights @ (np.cosh(et) * c)
        k1 = 2 * tau * delta_test + weights @ (np.cosh(et) * s)
        r_eta = mfp * mu[:, None] * (et @ deriv.T) + k3 * s - k1 * c
        r_ang = mfp * mu[:, None] * (ang @ deriv.T) + np.tanh(et) * (k3 * c + k1 * s)
        return np.concatenate([r_eta.ravel(), r_ang.ravel()])

    start_ang = np.tile(theta_usadel, (mu.size, 1))
    start_eta = np.arcsinh(-mfp * np.outer(mu, slope_usadel))
    z = newton(residual, np.concatenate([start_ang.ravel(), start_eta.ravel()]))
    ang, et = z.reshape(2, mu.size, M)
    mean_angle = np.arctan2(weights @ (np.cosh(et) * np.sin(ang)),
                            weights @ (np.cosh(et) * np.cos(ang)))
    first_harmonic = 3 * (weights * mu) @ np.sinh(et)
    err_angle = np.max(np.abs(mean_angle - theta_usadel))
    err_harm = (np.max(np.abs(first_harmonic + mfp * slope_usadel))
                / (mfp * np.max(np.abs(slope_usadel))))
    return err_angle, err_harm


paths = [0.2, 0.1, 0.05]
errors = [eilenberger(p) for p in paths]
ratio_angle = errors[1][0] / errors[2][0]
assert 3.6 < ratio_angle < 4.4              # error of second order in l
assert errors[2][1] < 0.02                  # first harmonic is -l G G'
assert errors[2][1] < errors[1][1] < errors[0][1]


# ---------- kink against boundary-value solutions ----------
def kink(theta0, scaled_x):
    return 4 * np.arctan(np.tan(theta0 / 4) * np.exp(-scaled_x))


def wire_bvp(theta0, length):
    """Solve theta'' = sin(theta), theta(0)=theta0, theta(length)=0, real theta."""
    s = np.linspace(0, length, 400)
    guess = theta0 * np.exp(-s)
    out = solve_bvp(lambda x, y: np.vstack([y[1], np.sin(y[0])]),
                    lambda ya, yb: np.array([ya[0] - theta0, yb[0]]),
                    s, np.vstack([guess, -guess]), tol=1e-8, max_nodes=50000)
    assert out.success, out.message
    return out.sol


def wire_bvp_complex(theta0, factor, length):
    """Solve theta'' = factor*sin(theta) for complex theta.
    Unknowns: real and imaginary part of theta, then of its derivative."""
    s = np.linspace(0, length, 400)
    root = np.sqrt(complex(factor))
    guess = theta0 * np.exp(-root * s)
    slope = -root * guess

    def rhs(x, y):
        curvature = factor * np.sin(y[0] + 1j * y[1])
        return np.vstack([y[2], y[3], curvature.real, curvature.imag])

    def ends(ya, yb):
        return np.array([ya[0] - theta0.real, ya[1] - theta0.imag, yb[0], yb[1]])

    out = solve_bvp(rhs, ends, s,
                    np.vstack([guess.real, guess.imag, slope.real, slope.imag]),
                    tol=1e-8, max_nodes=50000)
    assert out.success, out.message
    return lambda x: out.sol(x)[0] + 1j * out.sol(x)[1]


hbar = const.hbar / const.e * 1e3           # meV s
v_fermi = 1.0e6                             # m/s
mfp_nm = 10.0
gap = 1.0                                   # meV
temperature = 1.0                           # K
D = v_fermi * mfp_nm * 1e-9 / 3             # m^2/s
hbar_D = hbar * D * 1e18                    # meV nm^2
tau_s = mfp_nm * 1e-9 / v_fermi
w0 = np.pi * const.k / const.e * 1e3 * temperature
Omega = np.hypot(w0, gap)
xi = np.sqrt(hbar_D / (2 * w0))
xi_S = np.sqrt(hbar_D / (2 * Omega))
theta_S = np.arctan2(gap, w0)

probe = np.linspace(0, 8, 81)
wire = wire_bvp(theta_S, 22.0)
kink_error = np.max(np.abs(wire(probe)[0] - kink(theta_S, probe)))
assert kink_error < 1e-6
slope0 = -2 * np.sin(theta_S / 2)
assert abs(wire(0.0)[1] - slope0) < 1e-6


# ---------- boundary angle with a responding superconductor ----------
def matched_angle(gamma):
    return 2 * np.arctan(np.sin(theta_S / 2) / (gamma + np.cos(theta_S / 2)))


def matched_bvp(gamma):
    """Both halves at once; distance from the interface in units of xi, xi_S."""
    s = np.linspace(0, 22, 400)
    e = np.exp(-s)
    half = theta_S / 2
    guess = np.vstack([half * e, -half * e, theta_S - half * e, half * e])
    out = solve_bvp(
        lambda x, y: np.vstack([y[1], np.sin(y[0]), y[3], np.sin(y[2] - theta_S)]),
        lambda ya, yb: np.array([ya[0] - ya[2], gamma * ya[1] + ya[3],
                                 yb[0], yb[2] - theta_S]),
        s, guess, tol=1e-8, max_nodes=50000)
    assert out.success, out.message
    return out.sol(0.0)[0]


conductivity_ratios = [1.0, 0.1, 0.01]
gammas = [r * xi_S / xi for r in conductivity_ratios]
for gamma in gammas:
    assert abs(matched_bvp(gamma) - matched_angle(gamma)) < 1e-6


# ---------- density of states at real energy ----------
def boundary_real_energy(energy):
    return complex(np.pi / 2, np.arctanh(energy / gap))


def angle_real_energy(energy, x_nm):
    inverse_xi = np.sqrt(-2j * energy / hbar_D)
    return kink(boundary_real_energy(energy), x_nm * inverse_xi)


def dos(energy, x_nm):
    return np.cos(angle_real_energy(energy, x_nm)).real


for energy in [0.1, 0.4]:
    length_unit = np.sqrt(hbar_D / (2 * energy))
    theta0 = boundary_real_energy(energy)
    assert abs(np.cos(theta0) - (-1j * energy) / np.sqrt(gap**2 - energy**2)) < 1e-12
    numerical = wire_bvp_complex(theta0, -1j, 30.0)(probe)
    exact = angle_real_energy(energy, probe * length_unit)
    assert np.max(np.abs(numerical - exact)) < 1e-6

x_dos = 100.0


def dos_low(energy):
    return x_dos * np.sqrt(2 * energy / hbar_D)


assert abs(dos(1e-5, x_dos) / dos_low(1e-5) - 1) < 1e-3

# ---------- printed results ----------
print("Dirty-limit test, units hbar = D = max Delta = 1, w =", w_test)
for p, (ea, eh) in zip(paths, errors):
    print(f"l = {p:4.2f}: angle error {ea:.2e} rad, harmonic rel. error {eh:.2e}")
print(f"angle error ratio, l = 0.10 to 0.05: {ratio_angle:.3f}")
print("Worked example")
print(f"Fermi speed v = {v_fermi:.2e} m/s")
print(f"mean free path l = {mfp_nm:.1f} nm")
print(f"pair potential Delta = {gap:.2f} meV")
print(f"temperature T = {temperature:.2f} K")
print(f"scattering time tau = {tau_s * 1e15:.2f} fs")
print(f"diffusion constant D = {D * 1e4:.2f} cm^2/s")
print(f"hbar D = {hbar_D:.1f} meV nm^2")
print(f"lowest Matsubara energy w = {w0:.4f} meV")
print(f"w tau/hbar = {w0 * tau_s / hbar:.5f}")
print(f"Delta tau/hbar = {gap * tau_s / hbar:.5f}")
print(f"decay length xi = {xi:.2f} nm = {xi * 1e-9 / const.value('Bohr radius'):.0f} bohr")
print(f"(l/xi)^2 = {(mfp_nm / xi) ** 2:.4f}")
print(f"rigid boundary angle theta_S = {theta_S:.4f} rad")
print(f"tan(theta_S/4) = {np.tan(theta_S / 4):.4f}")
print(f"kink centre at x = {xi * np.log(np.tan(theta_S / 4)):.2f} nm")
print(f"slope theta'(0) = {slope0 / xi:.5f} rad/nm")
print(f"tail amplitude 4 tan(theta_S/4) = {4 * np.tan(theta_S / 4):.4f} rad")
print(f"largest kink minus numerical solution = {kink_error:.1e} rad")
print("x (nm), theta (rad), sin theta, sin of linearized theta")
for x_nm in [0.0, 50.0, 100.0, 200.0, 300.0]:
    t = kink(theta_S, x_nm / xi)
    print(f"{x_nm:5.0f} {t:.4f} {np.sin(t):.4f} {np.sin(theta_S * np.exp(-x_nm / xi)):.4f}")
print(f"superconductor length xi_S (same D) = {xi_S:.2f} nm")
print("sigma_N/sigma_S, gamma, boundary angle (rad)")
for r, gamma in zip(conductivity_ratios, gammas):
    print(f"{r:.2f} {gamma:.4f} {matched_angle(gamma):.4f}")
print(f"density of states at x = {x_dos:.0f} nm, rigid boundary")
print(f"energy scale hbar D/x^2 = {hbar_D / x_dos ** 2:.4f} meV")
print("E (meV), N/N0, low-energy law")
for energy in [0.001, 0.01, 0.05, 0.1, 0.2, 0.4, 0.8]:
    print(f"{energy:.3f} {dos(energy, x_dos):.4f} {dos_low(energy):.4f}")
print("no test failed")
```

It prints:

```
Dirty-limit test, units hbar = D = max Delta = 1, w = 0.5
l = 0.20: angle error 5.04e-03 rad, harmonic rel. error 1.57e-02
l = 0.10: angle error 1.29e-03 rad, harmonic rel. error 4.01e-03
l = 0.05: angle error 3.23e-04 rad, harmonic rel. error 1.01e-03
angle error ratio, l = 0.10 to 0.05: 3.979
Worked example
Fermi speed v = 1.00e+06 m/s
mean free path l = 10.0 nm
pair potential Delta = 1.00 meV
temperature T = 1.00 K
scattering time tau = 10.00 fs
diffusion constant D = 33.33 cm^2/s
hbar D = 2194.0 meV nm^2
lowest Matsubara energy w = 0.2707 meV
w tau/hbar = 0.00411
Delta tau/hbar = 0.01519
decay length xi = 63.66 nm = 1203 bohr
(l/xi)^2 = 0.0247
rigid boundary angle theta_S = 1.3064 rad
tan(theta_S/4) = 0.3387
kink centre at x = -68.91 nm
slope theta'(0) = -0.01909 rad/nm
tail amplitude 4 tan(theta_S/4) = 1.3549 rad
largest kink minus numerical solution = 8.5e-11 rad
x (nm), theta (rad), sin theta, sin of linearized theta
    0 1.3064 0.9653 0.9653
   50 0.6129 0.5752 0.5610
  100 0.2812 0.2775 0.2682
  200 0.0585 0.0585 0.0564
  300 0.0122 0.0122 0.0117
superconductor length xi_S (same D) = 32.54 nm
sigma_N/sigma_S, gamma, boundary angle (rad)
1.00 0.5112 0.8715
0.10 0.0511 1.2467
0.01 0.0051 1.3002
density of states at x = 100 nm, rigid boundary
energy scale hbar D/x^2 = 0.2194 meV
E (meV), N/N0, low-energy law
0.001 0.0958 0.0955
0.010 0.3087 0.3019
0.050 0.7000 0.6751
0.100 0.9410 0.9548
0.200 1.1168 1.3502
0.400 1.0993 1.9095
0.800 0.9804 2.7005
no test failed
```
